# Attachment Cooling of Maxwellian Electrons Without Energy Loss by Survivors: a program that tests the result

```python
"""
Attachment cooling of Maxwellian electrons.

Result under test: if an electron of energy eps attaches with frequency
a*eps, and nothing else happens, the mean energy of the free electrons changes
at the rate -(3/2)*a*(kT)**2, although no survivor changes its energy.

Symbols: kT electron temperature in eV; a attachment slope in 1/(s eV);
nu attachment frequency in 1/s; energies in eV; times in s.
Cross sections for the oxygen estimates are rough, order-of-magnitude inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

kT = 3.0
a = 3.0e3
t_short = 10e-6
t_long = 100e-6
e, m_e = const.e, const.m_e

nodes, node_weights = np.polynomial.legendre.leggauss(400)


def energy_grid(temperature):
    """Energies and integration weights, smooth in speed, up to 81 kT."""
    u = 4.5 * (nodes + 1)
    return temperature * u**2, 2 * temperature * u * 4.5 * node_weights


def maxwell(eps, temperature):
    """Maxwellian probability density in energy, 1/eV."""
    return (2 / np.sqrt(np.pi) * np.sqrt(eps) * temperature**-1.5
            * np.exp(-eps / temperature))


def rate_by_difference(eps, population, nu):
    """Initial d<eps>/dt from populations that decay class by class."""
    h = 1e-4 / (np.sum(population * nu) / np.sum(population))
    means = []
    for t in (-h, h):
        left = population * np.exp(-nu * t)
        means.append(np.sum(eps * left) / np.sum(left))
    return (means[1] - means[0]) / (2 * h)


# Initial rate at several temperatures
for temperature in (1.0, 3.0, 5.0):
    eps, d_eps = energy_grid(temperature)
    found = rate_by_difference(eps, maxwell(eps, temperature) * d_eps, a * eps)
    assert np.isclose(found, -1.5 * a * temperature**2, rtol=1e-5)

eps, d_eps = energy_grid(kT)
pop = maxwell(eps, kT) * d_eps
mean0 = np.sum(pop * eps)
second0 = np.sum(pop * eps**2)
variance0 = second0 - mean0**2
attached_mean0 = second0 / mean0
rate_numeric = rate_by_difference(eps, pop, a * eps)
rate_formula = -1.5 * a * kT**2
assert np.isclose(np.sum(pop), 1, rtol=1e-10)
assert np.isclose(mean0, 1.5 * kT, rtol=1e-10)
assert np.isclose(second0, 3.75 * kT**2, rtol=1e-10)
assert np.isclose(attached_mean0, 2.5 * kT, rtol=1e-10)

# Power-law frequencies: cooling, no change, or heating
power_rates = {}
for p in (-0.5, 0.0, 0.5, 1.0, 2.0):
    nu = 1e4 * (eps / kT)**p
    nu_mean = np.sum(pop * nu)
    scaled = rate_by_difference(eps, pop, nu) / (kT * nu_mean)
    assert abs(scaled + p) < 1e-5
    power_rates[p] = scaled

# Same mean energy, but a Druyvesteyn distribution
width = mean0 * gamma(0.75) / gamma(1.25)
druy = np.sqrt(eps) * np.exp(-(eps / width)**2) * d_eps
druy /= np.sum(druy)
assert np.isclose(np.sum(druy * eps), mean0, rtol=1e-8)
druy_rate = rate_by_difference(eps, druy, a * eps)
druy_formula = -a * mean0**2 * (gamma(1.75) * gamma(0.75)
                                / gamma(1.25)**2 - 1)
assert np.isclose(druy_rate, druy_formula, rtol=1e-5)


def later(t):
    """Predicted temperature, mean energy and surviving fraction."""
    factor = 1 + a * kT * t
    return kT / factor, 1.5 * kT / factor, factor**-1.5


# Integrate the kinetic equation and compare the whole distribution
solution = solve_ivp(lambda t, y: -a * eps * y, (0, t_long), pop,
                     rtol=1e-8, atol=1e-13)
assert solution.success
pop_long = solution.y[:, -1]
kT_long, mean_long, fraction_long = later(t_long)
assert np.isclose(np.sum(pop_long), fraction_long, rtol=1e-6)
assert np.isclose(np.sum(pop_long * eps) / np.sum(pop_long),
                  mean_long, rtol=1e-6)
shape_error = np.max(np.abs(pop_long - fraction_long
                            * maxwell(eps, kT_long) * d_eps)) / pop_long.max()
assert shape_error < 1e-5

# Monte Carlo: random velocities and lifetimes, no individual energy changes
rng = np.random.default_rng(2024)
count = 3_000_000
sample = np.zeros(count)
for axis in range(3):
    velocity = rng.normal(0, np.sqrt(kT * e / m_e), count)
    sample += 0.5 * m_e * velocity**2 / e
alive = rng.exponential(size=count) / (a * sample) > t_short
survivors, attached = sample[alive], sample[~alive]
kT_short, mean_short, fraction_short = later(t_short)
attached_short = (1.5 * kT - fraction_short * mean_short) / (1 - fraction_short)
err_survivors = survivors.std() / np.sqrt(survivors.size)
err_attached = attached.std() / np.sqrt(attached.size)
err_fraction = np.sqrt(fraction_short * (1 - fraction_short) / count)
# Five standard errors allow for sampling noise
assert abs(survivors.mean() - mean_short) < 5 * err_survivors
assert abs(attached.mean() - attached_short) < 5 * err_attached
assert abs(alive.mean() - fraction_short) < 5 * err_fraction

# Rough oxygen regime: resonance attachment instead of the linear law
pressure_mTorr, gas_T = 20.0, 300.0
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
res_peak, res_center, res_fwhm = 1e-22, 6.5, 2.0


def resonance(temperature):
    """Mean frequency, attached mean energy and rate of mean energy."""
    x, dx = energy_grid(temperature)
    weights = maxwell(x, temperature) * dx
    sigma = res_peak * np.exp(-4 * np.log(2) * ((x - res_center) / res_fwhm)**2)
    nu = gas_density * sigma * np.sqrt(2 * x * e / m_e)
    nu_mean = np.sum(weights * nu)
    carried = np.sum(weights * nu * x) / nu_mean
    return nu_mean, carried, rate_by_difference(x, weights, nu)


res_nu, res_carried, res_rate = resonance(kT)
hot_kT = 5.0
hot_nu, hot_carried, hot_rate = resonance(hot_kT)
for temperature, values in ((kT, (res_nu, res_carried, res_rate)),
                            (hot_kT, (hot_nu, hot_carried, hot_rate))):
    predicted = -values[0] * (values[1] - 1.5 * temperature)
    assert np.isclose(values[2], predicted, rtol=1e-4)
assert res_rate < 0 < hot_rate
kT_cross = brentq(lambda x: resonance(x)[1] - 1.5 * x, kT, hot_kT)

# Rough sizes of neglected energy losses
ion_mass = 32 * const.atomic_mass
sigma_elastic, sigma_exc, sigma_ion = 1e-19, 5e-21, 2e-21
threshold_exc, threshold_ion = 8.0, 12.0
gap = 0.05


def collision_average(sigma, threshold, power):
    """N*sigma*<speed*eps**power> above a threshold."""
    value = quad(lambda x: np.sqrt(2 * x * e / m_e) * x**power
                 * maxwell(x, kT), threshold, 40 * kT)[0]
    return gas_density * sigma * value


loss_elastic = 2 * m_e / ion_mass * collision_average(sigma_elastic, 0, 1)
loss_exc = threshold_exc * collision_average(sigma_exc, threshold_exc, 0)
loss_ion = ((threshold_ion + mean0)
            * collision_average(sigma_ion, threshold_ion, 0))
bohm_speed = np.sqrt(kT * e / ion_mass)
wall_frequency = 2 * 0.6 * bohm_speed / gap
sheath = 0.5 * kT * np.log(ion_mass / (2 * np.pi * m_e))
loss_wall = wall_frequency * (2 * kT + sheath - mean0)
loss_total = loss_elastic + loss_exc + loss_ion + loss_wall

print(f"Input kT = {kT:.1f} eV; slope a = {a:.1e} 1/(s eV)")
print(f"Electron temperature = {kT * e / const.k:.3e} K")
print(f"Mean energy = {mean0:.4f} eV")
print(f"Mean squared energy = {second0:.4f} eV^2")
print(f"Energy variance = {variance0:.4f} eV^2")
print(f"Mean attachment frequency = {a * mean0:.4e} 1/s")
print(f"Initial mean energy of attached electrons = {attached_mean0:.4f} eV")
print(f"Initial rate, finite difference = {rate_numeric:.5e} eV/s")
print(f"Initial rate, formula = {rate_formula:.5e} eV/s")
print(f"Initial rate, formula = {rate_formula * 1e-6:.5f} eV/us")
print(f"Cooling time 1/(a kT) = {1e6 / (a * kT):.2f} us")
for p, value in power_rates.items():
    print(f"Power p = {p:+.1f}: rate/(kT <nu>) = {value:+.5f}")
print(f"Druyvesteyn rate, same mean = {druy_rate:.4e} eV/s")
print(f"Druyvesteyn/Maxwellian rate = {druy_rate / rate_formula:.4f}")
print(f"Short time = {t_short * 1e6:.0f} us; kT then = {kT_short:.4f} eV")
print(f"Mean then, formula = {mean_short:.4f} eV")
print(f"Mean then, initial slope only = {mean0 + rate_formula*t_short:.4f} eV")
print(f"Surviving fraction then, formula = {fraction_short:.5f}")
print(f"Monte Carlo electrons = {count}")
print(f"Monte Carlo initial mean, all = {sample.mean():.4f} eV")
print(f"Monte Carlo survivor mean = {survivors.mean():.4f} eV")
print(f"Standard error of survivor mean = {err_survivors:.4f} eV")
print(f"Monte Carlo attached mean = {attached.mean():.4f} eV")
print(f"Attached mean over short time, formula = {attached_short:.4f} eV")
print(f"Monte Carlo surviving fraction = {alive.mean():.5f}")
print(f"Long time = {t_long * 1e6:.0f} us; kT then = {kT_long:.4f} eV")
print(f"Long-time mean = {mean_long:.4f} eV; fraction = {fraction_long:.4f}")
print(f"Largest relative shape error = {shape_error:.1e}")
print(f"Rough O2 regime: {pressure_mTorr:.0f} mTorr, {gas_T:.0f} K")
print(f"Gas density = {gas_density:.3e} 1/m^3")
print(f"Rough resonance: peak {res_peak:.0e} m^2 at {res_center:.1f} eV")
print(f"Rough resonance full width at half maximum = {res_fwhm:.1f} eV")
print(f"Resonance mean frequency = {res_nu:.2e} 1/s")
print(f"Resonance attached mean = {res_carried:.2f} eV")
print(f"Resonance rate at {kT:.0f} eV = {res_rate:.2e} eV/s")
print(f"Resonance rate at {hot_kT:.0f} eV = {hot_rate:+.2e} eV/s")
print(f"Resonance sign change at kT = {kT_cross:.2f} eV")
print(f"Rough elastic cross section = {sigma_elastic:.0e} m^2")
print(f"Rough excitation: {sigma_exc:.0e} m^2 above {threshold_exc:.0f} eV")
print(f"Rough ionization: {sigma_ion:.0e} m^2 above {threshold_ion:.0f} eV")
print(f"Wall gap = {gap * 100:.0f} cm; sheath drop = {sheath:.1f} V")
print(f"Wall-loss frequency = {wall_frequency:.1e} 1/s")
print(f"Neglected elastic cooling = {loss_elastic:.1e} eV/s")
print(f"Neglected excitation cooling = {loss_exc:.1e} eV/s")
print(f"Neglected ionization cooling = {loss_ion:.1e} eV/s")
print(f"Neglected wall cooling = {loss_wall:.1e} eV/s")
print(f"Neglected total/attachment = {loss_total / abs(rate_formula):.0f}")
print("PASS")
```

Running it gives:

```
Input kT = 3.0 eV; slope a = 3.0e+03 1/(s eV)
Electron temperature = 3.481e+04 K
Mean energy = 4.5000 eV
Mean squared energy = 33.7500 eV^2
Energy variance = 13.5000 eV^2
Mean attachment frequency = 1.3500e+04 1/s
Initial mean energy of attached electrons = 7.5000 eV
Initial rate, finite difference = -4.05000e+04 eV/s
Initial rate, formula = -4.05000e+04 eV/s
Initial rate, formula = -0.04050 eV/us
Cooling time 1/(a kT) = 111.11 us
Power p = -0.5: rate/(kT <nu>) = +0.50000
Power p = +0.0: rate/(kT <nu>) = +0.00000
Power p = +0.5: rate/(kT <nu>) = -0.50000
Power p = +1.0: rate/(kT <nu>) = -1.00000
Power p = +2.0: rate/(kT <nu>) = -2.00000
Druyvesteyn rate, same mean = -2.2529e+04 eV/s
Druyvesteyn/Maxwellian rate = 0.5563
Short time = 10 us; kT then = 2.7523 eV
Mean then, formula = 4.1284 eV
Mean then, initial slope only = 4.0950 eV
Surviving fraction then, formula = 0.87874
Monte Carlo electrons = 3000000
Monte Carlo initial mean, all = 4.5041 eV
Monte Carlo survivor mean = 4.1310 eV
Standard error of survivor mean = 0.0021 eV
Monte Carlo attached mean = 7.2023 eV
Attached mean over short time, formula = 7.1926 eV
Monte Carlo surviving fraction = 0.87850
Long time = 100 us; kT then = 1.5789 eV
Long-time mean = 2.3684 eV; fraction = 0.3818
Largest relative shape error = 6.7e-11
Rough O2 regime: 20 mTorr, 300 K
Gas density = 6.438e+20 1/m^3
Rough resonance: peak 1e-22 m^2 at 6.5 eV
Rough resonance full width at half maximum = 2.0 eV
Resonance mean frequency = 1.32e+04 1/s
Resonance attached mean = 6.37 eV
Resonance rate at 3 eV = -2.47e+04 eV/s
Resonance rate at 5 eV = +1.49e+04 eV/s
Resonance sign change at kT = 4.30 eV
Rough elastic cross section = 1e-19 m^2
Rough excitation: 5e-21 m^2 above 8 eV
Rough ionization: 2e-21 m^2 above 12 eV
Wall gap = 5 cm; sheath drop = 13.7 V
Wall-loss frequency = 7.2e+04 1/s
Neglected elastic cooling = 1.5e+04 eV/s
Neglected excitation cooling = 7.6e+06 eV/s
Neglected ionization cooling = 2.3e+06 eV/s
Neglected wall cooling = 1.1e+06 eV/s
Neglected total/attachment = 271
PASS
```
